# Real Orbitals at Gamma: Spin-Orbit Coupling and Vector Potentials: a program that tests the result

```python
"""Real orbitals at Gamma: when they exist and when they do not.
Result under test: a scalar Hamiltonian p^2/2+V has real orbitals at Gamma;
spin-orbit coupling leaves T=-i sigma_y K with T^2=-1 (Kramers pairs,
quaternion matrix), and a vector potential A generally removes K and T.
Hartree atomic units. q: plane-wave vectors, c: coefficients, K: conjugation,
lam: strength of sigma.(grad V x (p+A)), reality R=|sum c(q)c(-q)|.
Spinor coefficients are stored as all spin-up, then all spin-down."""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigvalsh_tridiagonal, expm
from scipy.optimize import minimize

rng = np.random.default_rng(7)
side, ngrid, lam, a0, chi0 = 10.0, 20, 0.5, 0.1, 0.3
b = 2*np.pi/side
axis = np.arange(ngrid)*side/ngrid
R3 = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
# (integer vector, cosine amplitude, sine amplitude) in hartree
terms = [((1, 0, 0), -0.20, 0.0), ((0, 1, 0), -0.18, 0.0),
         ((0, 0, 1), -0.16, 0.0), ((1, -1, 0), 0.02, 0.0),
         ((1, 1, 1), 0.0, 0.03)]


def potential(term_list):
    v, grad = np.zeros(R3.shape[1:]), np.zeros(R3.shape)
    for m, c, s in term_list:
        g = b*np.array(m)
        ph = np.tensordot(g, R3, 1)
        v += c*np.cos(ph) + s*np.sin(ph)
        grad += g[:, None, None, None]*(-c*np.sin(ph) + s*np.cos(ph))
    return v, grad


def basis(cut, k=(0, 0, 0), planar=False):
    r = np.arange(-5, 6)
    m = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    keep = np.sum((m + np.array(k))**2, axis=1) <= cut + 1e-9
    if planar:
        keep &= m[:, 2] == 0
    return m[keep], b*(m[keep] + np.array(k))


def element(f, m):
    """Plane-wave matrix of a function given on the grid."""
    d = (m[:, None] - m[None])% ngrid
    return (np.fft.fftn(f)/ngrid**3)[d[..., 0], d[..., 1], d[..., 2]]


def scalar_h(m, q, v, A=None):
    h = np.diag(0.5*np.sum(q**2, axis=1)) + element(v, m)
    if A is not None:
        for i in range(3):
            h = h + 0.5*element(A[i], m)*(q[:, None, i] + q[None, :, i])
        h = h + 0.5*element(np.sum(A**2, axis=0), m)
    return h


def spinor_h(m, q, v, grad, A=None, axes=(0, 1, 2)):
    H = np.kron(np.eye(2), scalar_h(m, q, v, A))
    cross, vd = np.cross(q[:, None], q[None]), element(v, m)
    if A is not None:
        Ad = np.stack([element(A[i], m) for i in range(3)], axis=-1)
        Bd = 1j*np.cross((q[:, None] - q[None]).astype(complex), Ad)
        gxa = np.cross(grad, A, axis=0)
    for i in axes:
        w = 1j*lam*vd*cross[..., i]
        if A is not None:
            w = w + lam*element(gxa[i], m) + 0.5*Bd[..., i]
        H = H + np.kron(sig[i], w)
    return H


def reality(c):
    return abs(np.sum(c*c[::-1]))


def trev(c):
    up, dn = np.split(c, 2)
    return np.concatenate([-dn[::-1].conj(), up[::-1].conj()])


def pair_reality(C):
    """Largest singular value of the spin operators projected on a pair."""
    n = len(C)//2
    M = [C.conj().T @ np.kron(s, np.eye(n)) @ C for s in sig]
    S = np.array([[0.5*np.trace(Ma @ t).real for t in sig] for Ma in M])
    return np.linalg.svd(S)[1][0]


V, gradV = potential(terms)
m, q = basis(6)
N = len(m)
assert np.allclose(q, -q[::-1])
x, y, z = R3
A = a0*np.array([np.sin(b*y), np.sin(b*z), np.sin(b*x)])
B = -a0*b*np.array([np.cos(b*z), np.cos(b*x), np.cos(b*y)])

# Full spinor matrix against real-space quadrature of the definition
waves = np.exp(1j*(q @ R3.reshape(3, -1)))
HA = spinor_h(m, q, V, gradV, A)


def on_grid(c):
    cs = c.reshape(2, N)
    psi = cs @ waves
    pi = np.array([(cs*q[:, i]) @ waves + A[i].ravel()*psi for i in range(3)])
    return psi, pi


bra, ket = rng.normal(size=(2, 2*N)) + 1j*rng.normal(size=(2, 2*N))
bra, ket = bra/np.linalg.norm(bra), ket/np.linalg.norm(ket)
(f, pf), (g, pg) = on_grid(bra), on_grid(ket)
field = lam*np.cross(gradV.reshape(3, 1, -1), pg, axis=0)
field = field + 0.5*B.reshape(3, 1, -1)*g
Hg = V.ravel()*g + np.einsum("ist,itp->sp", sig, field)
direct = (np.sum(f.conj()*Hg) + 0.5*np.sum(pf.conj()*pg))/ngrid**3
quad_err = abs(direct - bra.conj() @ HA @ ket)
assert quad_err < 1e-11

# Scalar case: real orbitals, and two orbitals from one FFT
h0 = scalar_h(m, q, V)
e0, c0 = np.linalg.eigh(h0)
R0 = [reality(c0[:, i]) for i in range(4)]
assert min(R0) > 1 - 1e-9
real_c = [c0[:, i]/np.sqrt(np.sum(c0[:, i]*c0[::-1, i])) for i in (0, 1)]
box = np.zeros((ngrid,)*3, complex)
box[tuple((m % ngrid).T)] = real_c[0] + 1j*real_c[1]
both = (np.fft.ifftn(box)*ngrid**3).ravel()
assert np.allclose(both.real, real_c[0] @ waves, atol=1e-9)
assert np.allclose(both.imag, real_c[1] @ waves, atol=1e-9)

# Zone-boundary point: real Bloch functions and Kramers pairs
mh, qh = basis(6, (0.5, 0, 0))
assert np.allclose(qh, -qh[::-1])
ch = np.linalg.eigh(scalar_h(mh, qh, V))[1]
R_half = min(reality(ch[:, i]) for i in range(4))
eh = np.linalg.eigvalsh(spinor_h(mh, qh, V, gradV))
assert R_half > 1 - 1e-9 and np.max(eh[1::2] - eh[::2]) < 1e-11

# Spin-orbit coupling at Gamma: pairs and quaternion blocks
H = spinor_h(m, q, V, gradV)
es, cs = np.linalg.eigh(H)
pair_gap = np.max(es[1::2] - es[::2])
assert pair_gap < 1e-11 and np.min(es[2:10:2] - es[1:9:2]) > 1e-5
assert np.allclose(trev(trev(ket)), -ket)
order = np.concatenate([np.arange(N), N + np.arange(N)[::-1]])


def quaternion_error(mat):
    P = mat[np.ix_(order, order)]
    a, bb, c, d = P[:N, :N], P[:N, N:], P[N:, :N], P[N:, N:]
    return max(np.max(abs(w)) for w in (d - a.conj(), c + bb.conj(), bb + bb.T))


qerr, qerrA = quaternion_error(H), quaternion_error(HA)
assert qerr < 1e-12 and qerrA > 1e-3

# General k without inversion: levels split
mk, qk = basis(6, (0.2, 0.1, 0))
ek = np.linalg.eigvalsh(spinor_h(mk, qk, V, gradV))
split_k = np.max(ek[1:8:2] - ek[:8:2])
assert split_k > 1e-6

# Half-size Lanczos: each Kramers level appears once
v, kept, alpha, beta, leak = ket.copy(), [], [], [], 0.0
for j in range(N):
    kept += [v, trev(v)]
    w = H @ v
    alpha.append(np.vdot(v, w).real)
    leak = max(leak, max(abs(np.vdot(t, w)) for t in kept[1::2]))
    if j < N - 1:
        W = np.array(kept).T
        for _ in range(2):
            w = w - W @ (W.conj().T @ w)
        beta.append(np.linalg.norm(w))
        v = w/beta[-1]
lanczos_err = np.max(abs(eigvalsh_tridiagonal(alpha, beta) - es[::2]))
assert leak < 1e-9 and lanczos_err < 1e-9

# Density and spin density of the lowest pair
psi = np.array([cs[:, i].reshape(2, N) @ waves for i in (0, 1)])
spin_density = np.einsum("nsp,ist,ntp->ip", psi.conj(), sig, psi)
rho = np.sum(abs(psi)**2, axis=1)
assert np.max(abs(spin_density)) < 1e-9 and np.allclose(rho[0], rho[1])

# Best reality of each pair, checked by a search over frames and mixtures
s_pairs = [pair_reality(cs[:, 2*i:2*i + 2]) for i in range(4)]
worst = int(np.argmin(s_pairs))
D = cs[:, 2*worst:2*worst + 2].T.reshape(2, 2, N)
overlap = np.einsum("isq,jtq->ijst", D, D[:, :, ::-1])


def minus_reality(p):
    u = expm(0.5j*np.tensordot(p[:3], sig, 1))
    mix = np.array([np.cos(p[3]), np.exp(1j*p[4])*np.sin(p[3])])
    return -abs(np.einsum("i,j,ijst,st->", mix, mix, overlap, u.T @ u))**2


best = max(np.sqrt(-minimize(minus_reality, rng.normal(size=5)).fun)
           for _ in range(8))
assert abs(best - s_pairs[worst]) < 1e-5 and s_pairs[worst] < 0.9

# Planar motion conserves sigma_z: real spinors exist despite the coupling
mp, qp = basis(6, planar=True)
Hp = spinor_h(mp, qp, V, gradV)
cp = np.linalg.eigh(Hp)[1]
s_planar = min(pair_reality(cp[:, 2*i:2*i + 2]) for i in range(3))
n2 = len(mp)
phi = cp[:, 2] + np.kron(sig[2], np.eye(n2)) @ trev(cp[:, 2])
phi = phi/np.linalg.norm(phi)
turned = ((np.eye(2) + 1j*sig[0])/np.sqrt(2)) @ phi.reshape(2, n2)
R_planar = abs(np.sum(turned*turned[:, ::-1]))
phi_res = np.linalg.norm(Hp @ phi - np.vdot(phi, Hp @ phi)*phi)
soc_planar = np.max(abs(Hp - np.kron(np.eye(2), scalar_h(mp, qp, V))))
assert s_planar > 1 - 1e-9 and R_planar > 1 - 1e-9
assert phi_res < 1e-9 and soc_planar > 1e-3

# Wrongly imposed reality: expand in explicit cosine and sine functions
mid = N//2
trig = np.zeros((N, N), complex)
trig[mid, mid] = 1
for i in range(mid):
    trig[[i, N - 1 - i], i] = 1/np.sqrt(2)
    trig[[i, N - 1 - i], N - 1 - i] = np.array([-1j, 1j])/np.sqrt(2)
T2 = np.kron(np.eye(2), trig)
forced = np.linalg.eigvalsh((T2.conj().T @ H @ T2).real)
only_y = np.linalg.eigvalsh(spinor_h(m, q, V, gradV, axes=(1,)))
assert np.allclose(forced, only_y, atol=1e-10)
assert np.max(forced[1::2] - forced[::2]) < 1e-11
err_soc = forced[:8:2] - es[:8:2]
assert np.max(abs(err_soc)) > 1e-4 and err_soc[0] > -1e-12

# Vector potential with a magnetic field
hA = scalar_h(m, q, V, A)
eA, cA = np.linalg.eigh(hA)
RA = [reality(cA[:, i]) for i in range(4)]
forcedA = np.linalg.eigvalsh((trig.conj().T @ hA @ trig).real)
dia = np.linalg.eigvalsh(scalar_h(m, q, V + 0.5*np.sum(A**2, axis=0)))
assert np.allclose(forcedA, dia, atol=1e-10) and min(RA) < 0.9
assert forcedA[0] - eA[0] > 1e-6
eHA = np.linalg.eigvalsh(HA)
split_A = eHA[1] - eHA[0]
assert split_A > 1e-4

# Pure gauge: reality survives after removal of a position-dependent phase
mg, qg = basis(16)
chi = chi0*np.sin(b*x)
Ag = np.array([chi0*b*np.cos(b*x), 0*x, 0*x])
eg, cg = np.linalg.eigh(scalar_h(mg, qg, V, Ag))
eg0 = np.linalg.eigvalsh(scalar_h(mg, qg, V))
gauge_shift = np.max(abs(eg[:4] - eg0[:4]))
R_raw = reality(cg[:, 0])
R_gauge = abs(cg[::-1, 0] @ element(np.exp(2j*chi), mg) @ cg[:, 0])
assert gauge_shift < 1e-4 and R_raw < 0.99 and R_gauge > 1 - 1e-4

# Even potential and uniform A: real coefficients but complex orbitals
Veven = potential([t for t in terms if t[2] == 0])[0]
Au = np.array([0.2*b + 0*x, 0*x, 0*x])
cu = np.linalg.eigh(scalar_h(m, q, Veven, Au))[1]
coef_real = min(abs(np.sum(cu[:, i]**2)) for i in range(4))
R_uniform = min(reality(cu[:, i]) for i in range(4))
assert coef_real > 1 - 1e-9 and R_uniform < 0.99

ev = physical_constants["Hartree energy in eV"][0]
print(f"Cell side: {side:.1f} bohr; b = {b:.5f} 1/bohr")
for vec, cc, ss in terms:
    print(f"V term {vec}: cos {cc:.2f}, sin {ss:.2f} hartree")
print(f"Spin-orbit strength lambda: {lam:.2f} bohr^2")
print(f"Vector-potential amplitude: {a0:.2f} a.u.")
print(f"Magnetic-field component amplitude: {a0*b:.5f} a.u.")
print(f"Plane waves: {N}; stored for a real orbital: {(N+1)//2}")
print(f"Complex numbers, Kramers pair: full {4*N}, stored {2*N}")
print(f"Quadrature error of matrix element: {quad_err:.1e} hartree")
print("Level: scalar / spin-orbit / forced real (hartree)")
for i in range(4):
    print(f"  {i+1}: {e0[i]:.6f} / {es[2*i]:.6f} / {forced[2*i]:.6f}")
print("Forced-real errors, levels 1-4 (millihartree):")
print("  " + ", ".join(f"{1000*t:.3f}" for t in err_soc))
imax = int(np.argmax(abs(err_soc)))
print(f"Largest error: level {imax+1}, {err_soc[imax]*ev:.4f} eV")
print(f"Smallest scalar reality R, levels 1-4: {min(R0):.6f}")
print(f"Smallest scalar R at k=b/2: {R_half:.6f}")
print("Best pair reality s, pairs 1-4: " + ", ".join(f"{t:.4f}" for t in s_pairs))
print(f"Direct search for pair {worst+1}: {best:.4f}")
print(f"Largest Kramers gap at Gamma: {pair_gap:.1e} hartree")
print(f"Largest split at k=(0.2,0.1,0)b: {1000*split_k:.4f} millihartree")
print(f"Quaternion violation, A=0: {qerr:.1e} hartree")
print(f"Quaternion violation, with A: {qerrA:.4f} hartree")
print(f"Lanczos size: {N} instead of {2*N}")
print(f"Lanczos level error: {lanczos_err:.1e} hartree")
print(f"Planar case: s = {s_planar:.6f}, explicit R = {R_planar:.6f}")
print("Scalar R with A, levels 1-4: " + ", ".join(f"{t:.4f}" for t in RA))
print("Level with A: true / forced real (hartree)")
for i in range(4):
    print(f"  {i+1}: {eA[i]:.6f} / {forcedA[i]:.6f}")
print(f"Lowest Kramers pair split by A: {1000*split_A:.3f} millihartree")
print(f"Gauge amplitude chi0: {chi0:.2f} rad; plane waves: {len(mg)}")
print(f"Gauge-induced level change: {gauge_shift:.1e} hartree")
print(f"Pure gauge R: raw {R_raw:.4f}, phase removed {R_gauge:.6f}")
print(f"Uniform A in inversion test: {0.2*b:.5f} a.u.")
print(f"Even V: coefficient reality {coef_real:.6f}, orbital R {R_uniform:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cell side: 10.0 bohr; b = 0.62832 1/bohr
V term (1, 0, 0): cos -0.20, sin 0.00 hartree
V term (0, 1, 0): cos -0.18, sin 0.00 hartree
V term (0, 0, 1): cos -0.16, sin 0.00 hartree
V term (1, -1, 0): cos 0.02, sin 0.00 hartree
V term (1, 1, 1): cos 0.00, sin 0.03 hartree
Spin-orbit strength lambda: 0.50 bohr^2
Vector-potential amplitude: 0.10 a.u.
Magnetic-field component amplitude: 0.06283 a.u.
Plane waves: 81; stored for a real orbital: 41
Complex numbers, Kramers pair: full 324, stored 162
Quadrature error of matrix element: 2.1e-17 hartree
Level: scalar / spin-orbit / forced real (hartree)
  1: -0.187371 / -0.187400 / -0.187380
  2: 0.050284 / 0.016248 / 0.035761
  3: 0.051988 / 0.066876 / 0.054164
  4: 0.068518 / 0.080652 / 0.078541
Forced-real errors, levels 1-4 (millihartree):
  0.020, 19.512, -12.712, -2.111
Largest error: level 2, 0.5310 eV
Smallest scalar reality R, levels 1-4: 1.000000
Smallest scalar R at k=b/2: 1.000000
Best pair reality s, pairs 1-4: 1.0000, 0.5437, 0.9910, 0.7875
Direct search for pair 2: 0.5437
Largest Kramers gap at Gamma: 2.0e-15 hartree
Largest split at k=(0.2,0.1,0)b: 6.8517 millihartree
Quaternion violation, A=0: 1.6e-17 hartree
Quaternion violation, with A: 0.1295 hartree
Lanczos size: 81 instead of 162
Lanczos level error: 8.9e-16 hartree
Planar case: s = 1.000000, explicit R = 1.000000
Scalar R with A, levels 1-4: 0.9920, 0.0775, 0.8363, 0.2235
Level with A: true / forced real (hartree)
  1: -0.183036 / -0.181024
  2: 0.025407 / 0.058220
  3: 0.062959 / 0.059907
  4: 0.088864 / 0.076374
Lowest Kramers pair split by A: 70.021 millihartree
Gauge amplitude chi0: 0.30 rad; plane waves: 257
Gauge-induced level change: 7.2e-06 hartree
Pure gauge R: raw 0.9271, phase removed 1.000000
Uniform A in inversion test: 0.12566 a.u.
Even V: coefficient reality 1.000000, orbital R 0.4084
ALL CHECKS PASSED
```
